**Iterated perturbation theory on the half-filled Bethe lattice**

**1. One site with no neighbours**

Take a single orbital with

H_at = U m↑ m↓,  m_σ = n_σ − ½.

The empty and doubly occupied states have energy +U/4 and the two singly occupied states −U/4. Throughout, β = 1/k_BT, operators evolve as c(τ) = e^{Hτ/ħ} c e^{−Hτ/ħ}, and

G(τ) = −⟨T c(τ) c†(0)⟩,  G(−τ) = −G(ħβ − τ),

G(iω_n) = (1/ħ) ∫₀^{ħβ} dτ e^{iω_nτ} G(τ),  ω_n = (2n+1)π/(ħβ).

G(τ) is dimensionless and G(iω_n) is an inverse energy. A level of energy ε has G(τ) = −e^{−ετ/ħ}(1 − f(ε)), with f the Fermi function. Since e^{iω_nħβ} = −1 and (1 − f)(1 + e^{−βε}) = 1, its transform is 1/(iħω_n − ε).

In the atom n↓ is conserved. The up electron sees a level at +U/2 if n↓ = 1 and at −U/2 if n↓ = 0. The two sectors have equal partition sums e^{βU/4} + e^{−βU/4}, so each has probability ½ at every temperature:

G = ½[1/(iħω − U/2) + 1/(iħω + U/2)] = iħω/((iħω)² − U²/4) = 1/(iħω − U²/(4iħω)).

With G₀ = 1/(iħω) the propagator at U = 0, and Σ defined by G⁻¹ = G₀⁻¹ − Σ, the exact self-energy is Σ = U²/(4iħω). The −½ in m_σ has already removed the Hartree shift.

A level at ε = 0 has G₀(τ) = −½. Then U²G₀(τ)³ = −U²/8 = (U²/4)(−½), whose transform is U²/(4iħω). The expression

Σ(τ) = U² G₀(τ)³   (1)

is therefore exact for the atom at any U and T. Section 3 shows that it is also the second-order term in U for a site coupled to a particle-hole symmetric bath. Iterated perturbation theory (IPT) uses (1) at all couplings inside the self-consistency loop of dynamical mean-field theory (DMFT).

It must be G₀ that is cubed. The full atomic G(τ) is −cosh[(U/2)(β/2 − τ/ħ)]/(2cosh(βU/4)), and its cube is not constant. At U = 3D, k_BT = 0.1D (D is the energy unit introduced next), the transform of section 5 gives Im U²G³ = −0.0347 D at ω₀, whereas the exact value is −9/(4π × 0.1) D = −7.162 D.

**2. The self-consistency condition**

The model is H = −(t/√z) Σ_{⟨ij⟩σ}(c†_i c_j + c†_j c_i) + U Σ_i m_i↑ m_i↓ on a tree with z → ∞ neighbours per site. The solution is restricted to be paramagnetic and the same on all sites.

Single out a site with operator c and neighbours a_j, coupled by H_hop = v Σ_jσ (c†a_j + a_j†c), v = −t/√z. Without H_hop the z branches are independent, because a tree has no loops. Average T exp(−(1/ħ)∫H_hop dτ) over the branches and write the result as the exponential of a sum of cumulants. The second cumulant has two equal cross terms, which cancel its factor ½, and ⟨T a_j a_j†⟩ = −G_j, so it contributes

exp[ −(1/ħ²) ∫∫ dτ dτ′ Σ_σ c†_σ(τ) Δ(τ − τ′) c_σ(τ′) ],  Δ = Σ_j v² G_j.   (2)

A cumulant of order 2k is connected only within one branch, so it scales as z·z^{−k} and vanishes for k ≥ 2. G_j is the function of site j with one of its z neighbours missing, and it differs from G by O(1/z). Hence Δ = t²G.

A bath of free levels ε_k with couplings V_k has only a second cumulant (Wick's theorem) and yields the same factor with Δ(iω) = Σ_k V_k²/(iħω − ε_k). The site is thus an Anderson impurity. At U = 0 the equations of motion iħω G₀ = 1 + Σ_k V_k G_k and (iħω − ε_k)G_k = V_k G₀ give G₀⁻¹ = iħω − Δ. With ζ = iħω − Σ,

G₀⁻¹ = iħω − t²G,  G = 1/(ζ − t²G).

The second equation is t²G² − ζG + 1 = 0. Its root that falls as 1/ζ is, with D = 2t,

G = (ζ − √(ζ² − D²))/(2t²) = 2/(ζ + √(ζ² − D²)).

At Σ = 0 and ζ = ε + i0 this gives −Im G/π = (2/πD²)√(D² − ε²), a semicircle of half-width D.

The map c_i → ±c_i†, with opposite signs on the two sublattices, sends m_σ → −m_σ and leaves H unchanged. Therefore ⟨c(τ)c†⟩ = ⟨c†(τ)c⟩, and cyclicity of the trace turns the right side into ⟨c(ħβ − τ)c†⟩. Three facts follow. First, G(τ) = G(ħβ − τ). Second, G(0⁺) + G(ħβ⁻) = −⟨cc† + c†c⟩ = −1 then gives G(0⁺) = −½. Third, substituting τ → ħβ − τ in the transform gives G(iω) = −G(−iω), and a real G(τ) gives G(−iω) = G(iω)*, so G(iω) is imaginary and odd. The same holds for G₀, Δ and Σ, and with antiperiodicity Δ(−τ) = −Δ(τ). Writing G = ig, G₀ = ig₀, Σ = iσ, ζ = ix,

g₀ = −1/(ħω − t²g),  x = ħω − σ,  g = −2/(x + √(x² + D²)).   (3)

**3. Weak coupling: exact through U³**

Expand G↑ in U at fixed Δ. At U = 0 the spins are independent, so the term of order U^k, in the numerator and in the partition function alike, contains ⟨T m↓(τ₁)…m↓(τ_k)⟩₀ as a factor. The particle-hole map on spin down alone preserves the symmetric bath and sends m↓ → −m↓, so this factor vanishes for odd k. G and Σ are even in U.

At second order, write 1, 2 for τ₁, τ₂:

δG(τ) = (U²/2ħ²) ∫∫ [ −⟨T c(τ)c†(0) m↑(1)m↑(2)⟩₀ − G₀(τ)⟨T m↑(1)m↑(2)⟩₀ ] ⟨T m↓(1)m↓(2)⟩₀.

The subtracted term comes from the partition function. For the down factor, the −½ cancels the equal-time contractions, and the remaining one is ⟨T c†(1)c(2)⟩⟨T c(1)c†(2)⟩ = G₀(2−1)·(−G₀(1−2)). In the square bracket, terms with a separate ⟨m↑⟩₀ vanish and only the fully connected part is left. It is read off from a free electron in a potential φ(τ), where G⁻¹ = G₀⁻¹ − φ has the second-order term (1/ħ²)∫∫G₀(τ−1)φ₁G₀(1−2)φ₂G₀(2), and this must equal (1/2ħ²)∫∫φ₁φ₂[…]. So […] = G₀(τ−1)G₀(1−2)G₀(2) + (1↔2). The two orderings contribute equally and cancel the ½:

δG(τ) = (1/ħ²) ∫∫ G₀(τ−1) { −U² G₀(1−2)² G₀(2−1) } G₀(2).

A product of transforms corresponds to (1/ħ)∫ convolution, so this is δG = G₀ΣG₀ with Σ(τ) = −U²G₀(τ)²G₀(−τ). Using G₀(−τ) = −G₀(τ) gives (1). The next term is O(U⁴).

Let A₀ ≥ 0 be the spectral function of G₀. Then G₀(τ) = −∫A₀e^{−ετ/ħ}(1 − f) and G₀(−τ) = ∫A₀e^{ετ/ħ}f. With E = ε₁ + ε₂ − ε₃, the transform of −e^{−Eτ/ħ} is (1 + e^{−βE})/(iħω − E). The identities (1 − f)e^{−βε} = f and fe^{βε} = 1 − f give

Σ(iω) = U² ∫∫∫ A₀A₀A₀ [(1−f₁)(1−f₂)f₃ + f₁f₂(1−f₃)]/(iħω − E).   (4)

The numerator is non-negative, so σ < 0 and x > 0 for ω > 0, and the denominator in (3) never vanishes.

On the lattice Δ depends on U. On the solution connected to U = 0, (3) shows that g changes only through σ = O(U²), both in exact DMFT and in IPT. Either way Σ = U²G_free³ + O(U⁴), so the two agree through U³ at fixed T. At k_BT = 0.1D, (4) with the semicircle and 40 Gauss–Chebyshev nodes per variable gives σ(ω₀)/U² = −0.092050/D. The self-consistent IPT σ(ω₀) departs from U² times this by 1.728×10⁻⁵ D at U = 0.2D and 1.075×10⁻⁶ D at U = 0.1D, a ratio of 2^4.006.

**4. Strong coupling: exact to first order in Δ**

Write c↑ = (γ₁ + iγ₂)/2 and c↓ = (γ₃ + iγ₄)/2 with Hermitian, mutually anticommuting γ_a and γ_a² = 1. Then c↑†c↑ = (2 + 2iγ₁γ₂)/4, so m↑ = (i/2)γ₁γ₂, m↓ = (i/2)γ₃γ₄, and

H_at = −(U/4)γ₁γ₂γ₃γ₄ = (U/4) iγ₁η,  η = iγ₂γ₃γ₄.

Reversing three anticommuting factors costs a sign, so η† = η and η² = 1. η anticommutes with γ₁. It commutes with γ₂, γ₃, γ₄, each of which passes itself and two others. For a = 2, 3, 4 define s_a = ηγ_a, for example s₂ = iγ₃γ₄. Then s_a² = 1, γ_a = ηs_a, and s_a commutes with γ₁, η and H_at, so γ_a(τ) = η(τ)s_a.

In (2), c↑†(τ)c↑(τ′) = ¼[γ₁γ₁′ + γ₂γ₂′ + i(γ₁γ₂′ − γ₂γ₁′)], a prime marking time τ′. Under T, −γ₂γ₁′ = γ₁′γ₂, so the cross term is symmetric in τ ↔ τ′ and integrates to zero against the odd Δ. The bath term is ¼Σ_a γ_aΔγ_a′. Also G = −½⟨Tγ₁(τ)γ₁⟩: the cross terms of ⟨cc†⟩ are odd under the particle-hole map (γ₂, γ₄ change sign), and ⟨γ₂γ₂⟩ = ⟨γ₁γ₁⟩ by the symmetry c↑ → ic↑.

At first order in Δ each average holds one pair γ_aγ_a′ = ηη′s_a² = ηη′, the s_a moving freely past γ₁ and η. To this order the bath term equals ¼γ₁Δγ₁′ + ¼η(3Δ)η′, and the problem is quadratic in χ = (γ₁, η). The commutators are

ħ∂_τγ₁ = [H_at, γ₁] = −(iU/2)η,  ħ∂_τη = [H_at, η] = (iU/2)γ₁,

or ħ∂_τχ = Mχ. The matrix 𝒢_ab = −½⟨Tχ_aχ_b⟩ jumps by −δ_ab at τ = 0, so its transform obeys −iħω𝒢 = −1 + M𝒢, that is 𝒢⁻¹ = iħω + M. A term ¼χ_aΔχ_a′ adds to the diagonal entry a of 𝒢⁻¹, and the case U = 0, where 𝒢₁₁ = G₀, fixes the addition as −Δ. The diagonal entries become iħω − Δ and iħω − 3Δ, and the product of the off-diagonal ones is (−iU/2)(iU/2) = U²/4. Inverting the 2×2 matrix,

G⁻¹ = iħω − Δ − (U²/4)/(iħω − 3Δ) + O(Δ²),

Σ = U²/(4iħω) + 3U²Δ/(4(iħω)²) + O(Δ²).   (5)

In IPT, G₀ = 1/(iħω) + δG₀ with δG₀ = Δ/(iħω)² + O(Δ²), and (−½ + δG₀(τ))³ = −⅛ + ¾δG₀(τ) + O(δG₀²). This is (5). The IPT error is O(Δ²), or O(t⁴) on the lattice, at fixed U and T. At second order the non-commuting s_a appear in fours and the argument stops. The small quantity is |Δ|/ħω₀. In a metal |Δ(iω₀)| stays of order t as T → 0, so (5) says nothing about the low-temperature metal at large U.

The leading 1/(iħω) term of Σ at high frequency is exact at all couplings. In the Lehmann sum the second moment of the spectrum of G has weights |⟨m|[c,H]|n⟩|², so it equals ⟨{B, B†}⟩ with B = [c↑,H] = Um↓c↑ + Σ_kV_ka_k. Since m↓² = ¼, it is U²/4 + Σ_kV_k². Expanding 1/(iħω − Δ − Σ) with Δ → ΣV_k²/(iħω) and Σ → s₁/(iħω) gives the moment ΣV_k² + s₁, so s₁ = U²/4. IPT has Σ(0⁺) = −U²/8, which by (6) below gives the same s₁.

An impurity with two bath levels at ±0.5D, each coupled by V, shows the sizes involved. Its 64×64 Hamiltonian is diagonalized, G is formed from the Lehmann sum, and σ = 1/g − 1/g₀. At k_BT = 0.1D the largest absolute error over the first five frequencies behaves as follows. For V = 0.5D the error of σ is 1.36×10⁻⁷ D at U = 0.1D and 8.49×10⁻⁹ D at U = 0.05D, a fourth power of U. For U = 3D the error of g is 1.34×10⁻⁵/D at V = 0.04D and 8.52×10⁻⁷/D at V = 0.02D, a power 3.975 of V. For U = 3D and V = 0.5D, σ(ω₀) is −0.583 D in IPT and −0.672 D exactly, an error of 13% of the exact value. At the two critical couplings found in section 8 for k_BT = 0.02D, |Δ(iω₀)|/ħω₀ is 0.53 and 2.7, so the expansion (5) does not control them. They are properties of the IPT equations, not of exact DMFT.

**5. Transforms**

Pairing ω with −ω in G(τ) = (1/β)Σ_n e^{−iω_nτ}G(iω_n), and using the symmetry about ħβ/2 in the forward integral,

G(τ) = (2/β) Σ_{n≥0} g_n sin ω_nτ,  σ_n = (2/ħ) ∫₀^{ħβ/2} sin(ω_nτ) Σ(τ) dτ.

Keep n = 0…N−1 and the midpoints τ_j = (j + ½)ħβ/(2N). Then ω_nτ_j = π(2n+1)(2j+1)/(4N). With the type-IV sine transform S[y]_k = 2Σ_n y_n sin(π(2k+1)(2n+1)/4N), the two formulas become G(τ_j) = S[g]_j/β and, by the midpoint rule, σ_n = (β/2N)S[Σ]_n.

Both sums converge slowly, since g ~ −1/ħω, so the tails are removed first. One integration by parts gives F[f] = −(f(0) + f(ħβ))/(iħω) − (ħ/iħω)F[f′]. Repeat it. For f symmetric about ħβ/2 the odd derivatives cancel between the ends, leaving

F(iω) = −2f(0)/(iħω) − 2ħ²f″(0)/(iħω)³ + O(ω⁻⁵).   (6)

The subtraction function is a pair of levels at ±a. Adding their τ forms from section 1,

½[1/(iħω − a) + 1/(iħω + a)] = −iħω/((ħω)² + a²) = 1/(iħω) + a²/(iħω)³ + …

P_a(τ) = −(e^{−aτ/ħ} + e^{−a(β − τ/ħ)})/(2(1 + e^{−aβ})),  ħP_a′(0) = (a/2)tanh(aβ/2).

Written with decaying exponentials, P_a cannot overflow, and it is bounded by ½.

For G₀, Δ → t²/(iħω) gives G₀ = 1/(iħω) + t²/(iħω)³ + …, so a = t, and (6) gives ħ²G₀″(0) = −t²/2. For the cube, with p = ħG₀′(0⁺),

ħ²(G₀³)″ = 3G₀²ħ²G₀″ + 6G₀p² = −3t²/8 − 3p²  at τ = 0⁺.

By (6), G₀³ transforms to ¼[1/(iħω) + (3t² + 24p²)/(iħω)³ + …], which is matched by ¼P_{a′} with a′² = 3t² + 24p².

Both remainders fall as r/(ħω)⁵ for some constant r. Dropping n ≥ N changes G₀(τ) by at most about (1/π)∫dε |r|/ε⁵ = |r|/(4π(ħω_max)⁴), since the spacing of ħω_n is 2π/β. The midpoint rule aliases: on the grid sin(ω_{2N−1−n}τ_j) = sin(π(2j+1) − ω_nτ_j) = sin ω_nτ_j, while sin(ω_{2N+n}τ_j) = −sin ω_nτ_j. To leading order σ_n therefore picks up the difference of the remainders at these two frequencies. For low n both lie near 2ω_max and nearly cancel. Fixed accuracy needs fixed ω_max ≈ 2πN/(ħβ), so N grows as 1/T. All lattice runs in sections 7 to 9 have ħω_max ≥ 15.9D; the smallest value, 127π × 0.04D = 15.96D, occurs at k_BT = 0.04D with N = 64.

The double occupancy d = ⟨n↑n↓⟩ comes from ħ∂_τc = −B. With K(τ) = −⟨T(m↓c↑)(τ)c↑†⟩ and the bath eliminated as in section 2, (iħω − Δ)G = 1 + UK, so UK = ΣG. Also K(0⁻) = ⟨n↑m↓⟩ = d − ¼. Hence the Galitskii–Migdal formula

d = ¼ − (2/Uβ) Σ_{n≥0} σ_n g_n.

For an approximate Σ this serves as the definition of d. The expansions of σ and g give σg = (U²/4)(ħω)⁻²[1 − b²/(ħω)² + …] with b² = a′² + t² + U²/4. Subtract (U²/4)/((ħω)² + b²) and add back (1/β)Σ_n 1/((ħω_n)² + b²) = tanh(βb/2)/(2b), summed over all n. This follows from (1/β)Σ_n[1/(iħω − b) − 1/(iħω + b)] = f(b) − f(−b).

**6. The loop, its cost and its stability**

map Φ(g, U), with ε_n = ħω_n:
 g₀ ← −1/(ε − t²g)
 r ← g₀ + ε/(ε² + t²)
 G₀(τ_j) ← S[r]/β + P_t(τ_j)
 p ← (2/β)Σ ε_n r_n + (t/2)tanh(tβ/2)
 a′² ← 3t² + 24p²
 σ ← U²{ (β/2N) S[G₀³ − P_{a′}/4] − ε/(4(ε² + a′²)) }
 x ← ε − σ
 return −2/(x + √(x² + D²))

solve(U, g): repeat g′ ← Φ(g, U), res ← max|g′ − g|, g ← g′ until res < tol
up sweep: start from g at σ = 0, raise U, seed each solve with the last solution
down sweep: start from the atomic g = −ε/(ε² + U²/4), lower U likewise

One call of Φ costs two fast sine transforms, O(N log N). Near a fixed point the deviation obeys δ_{k+1} = Jδ_k with J = ∂Φ/∂g. It shrinks as λ^k, where λ is the eigenvalue of largest modulus, and the distance left on exit is about res·λ/(1 − λ).

A branch of solutions ends at a fold. Parametrize solutions by c = g(ω₀) and differentiate Φ(g, U) = g along the curve:

(J − 1) dg/dc + (∂Φ/∂U) dU/dc = 0,  (dg/dc)₀ = 1.   (7)

Where dU/dc = 0, J has the eigenvector dg/dc with eigenvalue 1. At a generic fold U − U_c ∝ (c − c_f)² and λ − 1 ∝ c − c_f, so 1 − λ ∝ |U − U_c|^½. Plain iteration slows without bound, and beyond the fold the curve continues with λ > 1.

The fold is therefore located by Newton's method on the N + 1 unknowns (g, U), with equations Φ − g = 0 and g(ω₀) − c = 0. The matrix A has rows [J − 1, ∂Φ/∂U] and [1, 0, …, 0]. It stays regular at a simple fold, provided the critical eigenvector has a nonzero ω₀ component and ∂Φ/∂U lies outside the range of J − 1. By (7), A(dg/dc, dU/dc) = (0, …, 0, 1), which yields the tangent. March in c from the last sweep point, in steps of a quarter of the last change of c along the sweep, with the tangent as predictor, until dU/dc changes sign. Brent's method then finds the zero. J by forward differences (step 10⁻⁷/D) takes N + 1 calls of Φ, and the linear solve costs O(N³).

**7. Worked example**

Take the round model parameter D = 1.0×10⁻¹⁹ J (0.624 eV), k_BT = 0.02D and U = 2.7D. With D/k_B = 7243 K, T = 144.9 K and ħβ = 5.27×10⁻¹⁴ s. N = 128 gives ħω_max = 16.02D, and ħω₀ = 0.02π D = 0.062832 D. Energies below are in D, and g is in 1/D.

From the free start, x = ħω₀ and

g = −2/(0.062832 + 1.001972) = −1.87828,

g₀ = −1/(0.062832 + 0.25 × 1.87828) = −1.87828,

equal because Σ = 0. The transforms give σ(ω₀) = −0.14911, so x = 0.21194 and g′ = −2/(0.21194 + 1.02221) = −1.62054.

With tol = 10⁻⁹ this start converges in 40 iterations to the metal: σ(ω₀) = −0.39967, x = 0.46250, g = −2/(0.46250 + 1.10177) = −1.27855, d = 0.0437. The leading eigenvalue of J is 0.6116, and the ratio of the last two residuals has the same value. Starting from the first change at ω₀, 1.87828 − 1.62054 = 0.258, the count is estimated as 1 + ln(10⁻⁹/0.258)/ln 0.6116 ≈ 40. The quasiparticle weight Z = 1/(1 − ∂σ/∂(ħω)) at ω → 0, estimated by the secant through the origin, is 1/(1 + 0.39967/0.062832) = 0.136. This is about 5% below the low-temperature value: at the same U the secant gives 0.142 at k_BT = 0.01D and 0.143 at 0.0025D. The propagator changes much more on cooling, since a Fermi liquid at T → 0 has x → 0 and g → −2, whereas here g = −1.28.

The atomic start converges in 43 iterations to the insulator: σ(ω₀) = −13.274, x = 13.337, g = −2/(13.337 + 13.374) = −0.0749, d = 0.0211. Here σ is dominated by a pole (section 9) and no Z is defined.

**8. The hysteresis map**

Sweeps use tol = 10⁻¹⁰/D and steps of 0.04D (0.01D at k_BT = 0.04D). At k_BT = 0.02D, with g = g(ω₀) in 1/D:

U/D   g up   g down   d up   d down
2.48  −1.457  −1.457  0.0575  0.0575
2.60  −1.370  −0.103  0.0499  0.0237
2.84  −1.106  −0.058  0.0353  0.0184
2.96  −0.864  −0.049  0.0278  0.0166
3.08  −0.042  −0.042  0.0151  0.0151

The metal ends at U_c2 = 2.99D (1.87 eV), where g = −0.673/D, and the insulator at U_c1 = 2.57D (1.61 eV), where g = −0.134/D. One marching step before the U_c2 fold, at it, and one step past it, the leading eigenvalue is 0.977, 1.000 and 1.024. The folds, with N = 256, 128, 128, 64 in order of rising T, are:

k_BT/D  T/K   U_c1/D  U_c2/D
0.01   72   2.591   3.232
0.02   145   2.575   2.994
0.03   217   2.548   2.753
0.04   290   2.506   2.557

Both fall as T rises. At low T U_c2 falls much faster, but the two slopes approach each other towards the end point found below. At k_BT = 0.06D the sweeps agree to 1.3×10⁻⁹/D in g(ω₀) at every U of the grid, so no hysteresis is found.

On the computed stable branches dU/dc > 0, and by the fold argument dU/dc < 0 between the folds. The folds merge where min_c dU/dc = 0. With N = 64, the curve is marched in 25 points between the solutions at U = 2.8D and 2.2D, the minimum is refined by bounded minimization, and Brent's method is applied in T. The end point is k_BT_c = 0.0469D (340 K) at U = 2.46D (1.54 eV). At the U of minimal slope, the free and atomic starts give values of g(ω₀) that differ by 0.35/D at 0.95T_c (U = 2.485D) and by 8×10⁻⁹/D at 1.05T_c (U = 2.442D).

U_c1 and U_c2 delimit where each solution exists. Which one has the lower free energy inside the window is a separate question, not settled by the sweeps.

**9. A bound on U_c1 at T = 0**

Assume a solution with G₀ = w/(iħω) + a part whose spectrum lies at |ε| ≥ E_g > 0. Then G₀(τ) = −w/2 + R(τ), where R decays as e^{−E_gτ/ħ} from each end of the interval. The cube is −w³/8 plus terms containing R, which at T = 0 also decay at least that fast and carry no weight below E_g. So Σ → w³U²/(4iħω) as ω → 0. This diverges, and G = 1/(ζ − t²G) → −1/Σ = −4iħω/(w³U²). Then G₀⁻¹ = iħω(1 + 4t²/(w³U²)), and with 4t² = D²,

1/w = 1 + D²/(w³U²),  that is  w²(1 − w) = D²/U².   (8)

The derivative 2w − 3w² of the left side vanishes at w = ⅔, where the left side is 4/27. A gapped IPT insulator at T = 0 thus requires U ≥ (3√3/2)D = 2.598D (1.62 eV). Read as an iteration, w′ = 1/(1 + D²/(w³U²)) has slope 3(1 − w) at a fixed point. The root above ⅔, which tends to the atomic w = 1 as U grows, is stable under this map, and the slope reaches 1 at the bound.

At low T, −2G₀(ħβ/2) equals w up to terms of order e^{−βE_g/2}. The converged insulator at k_BT = 0.01D gives 0.844030 at U = 3D and 0.891046 at U = 3.4D, equal to the roots of (8) to these digits; for the first, 0.84403² × 0.15597 = 0.11111 = 1/9.

The bound is a necessary condition, since the gap itself was assumed. The finite-T values lie below it, which is allowed because no sharp gap exists at T > 0. They rise toward it: 2.575D, 2.591D, and at k_BT = 0.005D between 2.595D and 2.597D. The last bracket comes from bisection in U with N = 512, seeding from the insulator at 2.8D and calling a solution insulating if g(ω₀) > −0.5/D. The upper end is a U at which an insulator was found; the lower end rests on the ordering argument of section 10, by which this seed reaches the insulator wherever it exists. The argument needs the seed to be the highest solution at 2.8D, and it is: iteration from g = 0, which lies above every solution, leads to the same one. This fold was not located by Newton's method. That U_c1(T → 0) equals the bound is a conjecture supported by this trend.

**10. Failure modes**

Away from particle-hole symmetry G₀(−τ) ≠ −G₀(τ). The cube form, the sine transforms, the vanishing of odd orders and the Majorana argument all use that symmetry, and (1) does not apply.

A cap on the iteration count misplaces a fold: just past U_c the iterates pass slowly through the region where the fixed point vanished, and a loose tol accepts them. Judge convergence by res·λ/(1 − λ), or use Newton's method.

A large step in U, a common hazard in following a branch, does no harm in the two sweeps, because Φ preserves order. By (3), δg₀ = −t²g₀²δg, and g′ rises with x = ħω − σ. By section 5, δσ_n = U²Σ_m P_nm δg₀,m with P_nm ∝ ∫G₀² sin ω_nτ sin ω_mτ dτ and a positive constant. Write 2 sin ω_nτ sin ω_mτ = cos(ω_n − ω_m)τ − cos(ω_n + ω_m)τ. For A₀ ≥ 0 the cosine transform of G₀² at a bosonic frequency ν is proportional to ∫∫A₀A₀(1−f₁)(1−f₂) E(1 − e^{−βE})/(E² + (ħν)²) with E = ε₁ + ε₂, which is non-negative and falls with |ν|. So P_nm ≥ 0, and no entry of J is negative, up to the truncation error of the transforms. Since σ < 0, Φ also rises with U. The lowest solution at a smaller U therefore lies below every fixed point at the new U, and iteration from it rises to the lowest one, the metal where it exists. Likewise the highest solution at a larger U falls to the highest one, the insulator where it exists. A seed not ordered in this way has no such guarantee.

Linear mixing g ← (1 − α)g + αΦ with 0 < α ≤ 1 sends λ to 1 − α(1 − λ). It leaves the fixed points and folds in place and cannot stabilize the middle branch, where λ > 1.

If g(ω₀) is stationary along the solution curve, A becomes singular and another component, or the arc length, must replace c.

The paramagnetic restriction excludes antiferromagnetic order by hand, although the bipartite tree permits it. The map describes the paramagnetic solutions only.
